# The loss function seen by electrons and X-rays

An electron gas with density parameter \(r_s=2\) takes up an energy of 1 Hartree and a momentum of 1 inverse bohr. In the model calculation below, the cross-section for this process, per unit solid angle and energy, is \(1.41\times10^{9}\) times larger for a fast electron than for an X-ray photon. At 2 inverse bohr the factor is \(8.82\times10^{7}\), which is 16 times smaller. Doubling the momentum has divided the ratio by \(2^4\), although the response of the gas has changed considerably. Why does that response drop out of the ratio?

Hartree atomic units are used, with \(c=1/\alpha\). The target gains momentum \(\mathbf q\) and energy \(\omega\).

## 1. One target electron, one fast electron

Take one electron at \(\mathbf r\), bound to a fixed nucleus of charge \(Z\) at the origin. A projectile at \(\mathbf R\) interacts with the atom through

\[
U=\frac{1}{|\mathbf R-\mathbf r|}-\frac{Z}{R}.
\]

The projectile is nonrelativistic and fast enough for first order in \(U\) (the Born approximation), and its exchange with the target electron is neglected. Its states in a box of volume \(L^3\) are \(L^{-3/2}e^{i\mathbf k\cdot\mathbf R}\). It goes from \(\mathbf k_0\) to \(\mathbf k_1=\mathbf k_0-\mathbf q\), while the atom goes from \(|0\rangle\) to \(|n\rangle\neq|0\rangle\).

The matrix element needs the Fourier transform of the Coulomb potential. A screening factor makes the integral converge:

\[
\int d^3s\,e^{i\mathbf q\cdot\mathbf s}\frac{e^{-\mu s}}{s}
=\frac{4\pi}{q}\int_0^\infty ds\,\sin(qs)\,e^{-\mu s}
=\frac{4\pi}{q^2+\mu^2}\;\to\;\frac{4\pi}{q^2}\quad(\mu\to0).
\]

With \(\mathbf s=\mathbf R-\mathbf r\), the repulsion acquires the phase \(e^{i\mathbf q\cdot\mathbf r}\), so

\[
\langle \mathbf k_1,n|U|\mathbf k_0,0\rangle
=\frac{1}{L^3}\frac{4\pi}{q^2}
\left[\langle n|e^{i\mathbf q\cdot\mathbf r}|0\rangle-Z\langle n|0\rangle\right].
\]

The last term vanishes by orthogonality: a fixed nucleus deflects the projectile but cannot excite the electron in this order.

The golden rule gives the rate as \(2\pi\) times the squared matrix element times the density of final states. Since the projectile energy is \(k_1^2/2\), that density per unit energy and solid angle is

\[
\frac{L^3k_1^2}{(2\pi)^3}\frac{dk_1}{d(k_1^2/2)}=\frac{L^3k_1}{(2\pi)^3}.
\]

The incident flux is \(k_0/L^3\). Dividing the rate by it cancels all powers of \(L\):

\[
\frac{d\sigma}{d\Omega}
=2\pi\,\frac{16\pi^2}{q^4}\,\frac{k_1}{(2\pi)^3k_0}
|\langle n|e^{i\mathbf q\cdot\mathbf r}|0\rangle|^2
=\frac{4}{q^4}\frac{k_1}{k_0}
|\langle n|e^{i\mathbf q\cdot\mathbf r}|0\rangle|^2 .
\]

**Check in the weak-coupling limit.** The hydrogen 1s–2s coupling was multiplied by \(g=0.01\), and the two-channel scattering equations were solved numerically without the Born approximation. Diagonal potentials and exchange were left out, so this tests the prefactor and not the accuracy of the Born approximation for real hydrogen. At \(20^\circ\), where \(q=0.688\), both the solution and the formula give \(0.28255\,g^2\) bohr\(^2\)/sr. At \(60^\circ\), where \(q=1.909\), they give \(2.75080\times10^{-3}g^2\) and \(2.75082\times10^{-3}g^2\). The two angles test \(q^{-4}\) together with the flux factor \(k_1/k_0\).

## 2. Many electrons

For many target electrons the repulsions add, and \(e^{i\mathbf q\cdot\mathbf r}\) becomes

\[
O_{\mathbf q}=\sum_j e^{i\mathbf q\cdot\mathbf r_j}.
\]

Let the target start in state \(m\) with thermal probability \(p_m\), and write \(E_{nm}=E_n-E_m\). All transitions of the target are collected in the dynamic structure factor

\[
S(\mathbf q,\omega)=\sum_{mn}p_m|\langle n|O_{\mathbf q}|m\rangle|^2
\delta(\omega-E_{nm}).
\]

We consider \(\omega\neq0\), which excludes elastic scattering. Summing the result of section 1 over transitions, with a delta function to record the loss, gives

\[
\boxed{\left.\frac{d^2\sigma}{d\Omega\,d\omega}\right|_{\rm el}
=\frac{4}{q^4}\frac{k_1}{k_0}S(\mathbf q,\omega)}
\]

The projectile must scatter once; in a thick sample, repeated losses have to be removed before this formula is applied.

**Limit of a free electron at rest.** The target electron can only go to momentum \(\mathbf q\), so \(S=\delta(\omega-q^2/2)\). The energy loss is the recoil energy, and the remaining strength is the Coulomb factor \(4/q^4\) times \(k_1/k_0\).

**First moment.** The absolute size of \(S\) can be checked for interacting electrons too. Multiplying by \(\omega\) and integrating gives

\[
\int_{-\infty}^{\infty}\omega S\,d\omega
=\sum_{mn}p_mE_{nm}|\langle n|O_{\mathbf q}|m\rangle|^2
=\langle O_{\mathbf q}^\dagger[H,O_{\mathbf q}]\rangle .
\]

Expand the double commutator and take its thermal average. Because \(H\) acts on energy eigenstates, the result is the first moment for \(\mathbf q\) plus that for \(-\mathbf q\). In a target with inversion symmetry or time-reversal symmetry these are equal, hence

\[
\int_{-\infty}^{\infty}\omega S\,d\omega
=\tfrac12\langle[O_{\mathbf q}^\dagger,[H,O_{\mathbf q}]]\rangle .
\]

Potentials that depend on positions alone commute with \(O_{\mathbf q}\). The kinetic energy gives

\[
[H,O_{\mathbf q}]=\sum_j e^{i\mathbf q\cdot\mathbf r_j}
\left(\mathbf q\cdot\mathbf p_j+\frac{q^2}{2}\right).
\]

Since \([e^{-i\mathbf q\cdot\mathbf r},\mathbf q\cdot\mathbf p]=q^2e^{-i\mathbf q\cdot\mathbf r}\), each electron contributes \(q^2\) to the outer commutator. For \(N\) electrons,

\[
\int_{-\infty}^{\infty}\omega S\,d\omega=\frac{Nq^2}{2}.
\]

The mean recoil weight survives the interactions, although they redistribute \(S\) in energy.

## 3. Replace the electron by a photon

The electrons have charge \(-1\), so a transverse field enters as \((\mathbf p_j+\mathbf A/c)^2/2\). Keep the term \(A^2/(2c^2)\). The terms linear in \(\mathbf A\) can also scatter a photon in second order; they are neglected here, which requires photon energies far from absorption resonances and high compared with the relevant excitation energies.

One field mode in the box has amplitude \(\sqrt{2\pi c^2/(L^3\omega_i)}\) and polarization \(\mathbf e_i\). In \(A^2\), the product that absorbs photon 1 and emits photon 2 occurs twice. The matrix element is therefore

\[
\frac{2}{2c^2}\frac{2\pi c^2}{L^3\sqrt{\omega_1\omega_2}}
(\mathbf e_2^*\cdot\mathbf e_1)\langle n|O_{\mathbf q}|m\rangle
=\frac{2\pi}{L^3\sqrt{\omega_1\omega_2}}
(\mathbf e_2^*\cdot\mathbf e_1)\langle n|O_{\mathbf q}|m\rangle .
\]

The phases \(e^{i\mathbf k_1\cdot\mathbf r}\) and \(e^{-i\mathbf k_2\cdot\mathbf r}\) of the two photons have combined into \(e^{i\mathbf q\cdot\mathbf r}\), with \(\mathbf q\) now the difference of the photon momenta. The target operator is the same as before.

The density of final photon states is \(L^3\omega_2^2/[(2\pi)^3c^3]\), and the incident flux is \(c/L^3\). The prefactor is

\[
2\pi\,\frac{4\pi^2}{\omega_1\omega_2}\,
\frac{\omega_2^2}{8\pi^3c^3}\,\frac1c
=\frac{1}{c^4}\frac{\omega_2}{\omega_1}.
\]

Thus

\[
\boxed{\left.\frac{d^2\sigma}{d\Omega\,d\omega}\right|_{\rm X}
=\alpha^4\frac{\omega_2}{\omega_1}|\mathbf e_2^*\cdot\mathbf e_1|^2
S(\mathbf q,\omega)}
\]

The length \(\alpha^2\) is the classical electron radius in bohr. Unlike the Coulomb interaction, the \(A^2\) coupling acts at the position of the target electron, so its strength has no factor \(1/q^2\).

**Check in a classical limit.** Let a charge oscillate along a prescribed path and radiate through the current produced by the \(A^2\) term. The matrix elements are then replaced by Fourier components of \(e^{i\mathbf q\cdot\mathbf r(t)}\). For light of 300 Hartree, retarded classical fields give photon cross-sections of \(2.100\times10^{-10}\) bohr\(^2\)/sr in the 270 Hartree sideband and \(2.931\times10^{-10}\) in the 330 Hartree sideband. The formula gives the same values to all printed digits. The second sideband has gained energy from the prescribed motion.

For the same target, \(\mathbf q\) and \(\omega\), the common \(S\) cancels from the ratio:

\[
\frac{(d^2\sigma)_{\rm el}}{(d^2\sigma)_{\rm X}}
=\frac{4}{\alpha^4q^4}\,
\frac{k_1/k_0}{(\omega_2/\omega_1)|\mathbf e_2^*\cdot\mathbf e_1|^2}.
\]

This answers the opening question. The power \(q^{-4}\) belongs to the coupling. It is the whole \(q\) dependence of the ratio if the polarization factor is held fixed along with the beam energies and loss. A polarization vector perpendicular to the scattering plane for both photons makes that factor 1.

The cancellation holds for electronic excitations with the nuclei held fixed. For losses to nuclear motion, such as phonons, the nuclear term of section 1 no longer vanishes. The electron beam then couples to \(O_{\mathbf q}-\sum_I Z_Ie^{i\mathbf q\cdot\mathbf R_I}\), while the photon still couples essentially to \(O_{\mathbf q}\) alone. For a hydrogen atom moving as a whole, with form factor \(F=(1+q^2/4)^{-2}\), the ratio is multiplied by \([(1-F)/F]^2\), which is 0.316 at \(q=1\) and 9 at \(q=2\).

## 4. Turn fluctuations into a response

To connect \(S\) with \(\epsilon\), apply a weak external potential energy

\[
\phi\,e^{i\mathbf q\cdot\mathbf r-i\omega t+\eta t}+\text{complex conjugate},
\qquad \eta\to0^+ .
\]

The factor \(e^{\eta t}\) switches it on slowly. The perturbation is \(\phi e^{-i\omega t+\eta t}O_{\mathbf q}\) plus its Hermitian conjugate. Starting from state \(m\), the first part creates the interaction-picture amplitude

\[
a_n(t)=-i\phi\langle n|O_{\mathbf q}|m\rangle
\int_{-\infty}^t dt'\,e^{i(E_{nm}-\omega)t'+\eta t'}
=\frac{\phi\langle n|O_{\mathbf q}|m\rangle
e^{i(E_{nm}-\omega)t+\eta t}}{\omega-E_{nm}+i\eta}.
\]

The conjugate part creates

\[
b_n(t)=\frac{\phi^*\langle n|O_{\mathbf q}^\dagger|m\rangle
e^{i(E_{nm}+\omega)t+\eta t}}{-\omega-E_{nm}+i\eta}.
\]

The density component with wavevector \(\mathbf q\) is \(\langle O_{\mathbf q}^\dagger\rangle\). Its first-order change at frequency \(\omega\) contains \(a_n\) multiplied by \(\langle m|O_{\mathbf q}^\dagger|n\rangle e^{-iE_{nm}t}\), and \(b_n^*\) multiplied by \(\langle n|O_{\mathbf q}^\dagger|m\rangle e^{iE_{nm}t}\). After thermal averaging, the amplitude is \(\chi\phi\), with

\[
\chi(\mathbf q,\omega)=\sum_{mn}p_m\left[
\frac{|\langle n|O_{\mathbf q}|m\rangle|^2}{\omega-E_{nm}+i0}
-\frac{|\langle n|O_{\mathbf q}^\dagger|m\rangle|^2}{\omega+E_{nm}+i0}
\right].
\]

Use \(\operatorname{Im}[1/(x+i0)]=-\pi\delta(x)\). The first term gives \(-\pi S(\mathbf q,\omega)\). In the second, exchange the labels \(m\) and \(n\): the squared matrix element becomes that of \(O_{\mathbf q}\), the delta function becomes \(\delta(\omega-E_{nm})\), and \(p_m\) becomes \(p_n=p_me^{-E_{nm}/kT}\). The delta function sets \(E_{nm}=\omega\), so

\[
-\frac1\pi\operatorname{Im}\chi(\mathbf q,\omega)
=(1-e^{-\omega/kT})S(\mathbf q,\omega).
\]

The response measures absorption minus stimulated return of energy; \(S\) alone measures the transitions that scatter the probe.

**Check at finite temperature.** Two interacting particles on a seven-site ring, with \(kT\) equal to the hopping energy, were given a weak kick and followed in time. The resulting \(-\operatorname{Im}\chi/\pi\) agrees with the spectrum built from the definition of \(S\), including the thermal factor and the same broadening. The largest difference is \(8\times10^{-7}\) of the largest signal.

## 5. Introduce the dielectric function

In a target of volume \(V\), the induced density wave has amplitude \(\chi\phi/V\). Electrons repel each other, so Poisson's equation for their potential energy is

\[
\nabla^2\phi_{\rm ind}=-4\pi\,\delta n
\quad\Longrightarrow\quad
\phi_{\rm ind}=\frac{4\pi}{q^2}\frac{\chi}{V}\phi .
\]

The longitudinal dielectric function is defined by external potential divided by total potential. Hence

\[
\frac1\epsilon=\frac{\phi+\phi_{\rm ind}}{\phi}
=1+\frac{4\pi}{q^2V}\chi .
\]

Taking minus the imaginary part and inserting the result of section 4 gives

\[
\operatorname{Im}\left(-\frac1\epsilon\right)
=\frac{4\pi^2}{q^2V}(1-e^{-\omega/kT})S,
\]

or

\[
\boxed{S(\mathbf q,\omega)=\frac{Vq^2}{4\pi^2}
\frac{1}{1-e^{-\omega/kT}}
\operatorname{Im}\left[-\frac{1}{\epsilon(\mathbf q,\omega)}\right]}
\]

At zero temperature and positive \(\omega\), the thermal factor is 1. The factor \(q^2\) comes from Poisson's equation: \(S\) describes density, whereas \(1/\epsilon\) describes potential. It does not mean that \(S\) itself varies as \(q^2\), since the loss function also depends on \(q\).

In a crystal, an external wave can induce further waves differing by reciprocal lattice vectors. Here \(1/\epsilon\) is the response at the original \(\mathbf q\), the diagonal element of the inverse dielectric matrix. Inverting only the diagonal element of the dielectric matrix would omit these local fields.

Substitution into the two cross-sections at zero temperature gives

\[
\left.\frac{d^2\sigma}{d\Omega\,d\omega}\right|_{\rm el}
=\frac{V}{\pi^2q^2}\frac{k_1}{k_0}
\operatorname{Im}\left(-\frac1\epsilon\right),
\]

\[
\left.\frac{d^2\sigma}{d\Omega\,d\omega}\right|_{\rm X}
=\frac{\alpha^4Vq^2}{4\pi^2}\frac{\omega_2}{\omega_1}
|\mathbf e_2^*\cdot\mathbf e_1|^2
\operatorname{Im}\left(-\frac1\epsilon\right).
\]

Relative to the loss function, electrons carry \(q^{-2}\) and X-rays \(q^{2}\); their quotient again carries \(q^{-4}\).

## 6. Test the whole relation on an electron gas

Use a uniform gas at zero temperature with \(r_s=2\) bohr. Its density is \(n=0.029842\) bohr\(^{-3}\), and its Fermi momentum is \(k_F=0.9596\). In the random-phase approximation, electrons respond as independent particles to the total potential. If \(\chi_0\) is their response per volume, then

\[
\phi_{\rm tot}=\phi+\frac{4\pi}{q^2}\chi_0\phi_{\rm tot}
\quad\Longrightarrow\quad
\epsilon=1-\frac{4\pi}{q^2}\chi_0 .
\]

For independent electrons, section 4 gives a sum over occupied momenta. Terms leading to occupied final states cancel between its two parts. Including two spins,

\[
\chi_0=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}
\left[\frac1{\omega-\Delta+i0}-\frac1{\omega+\Delta+i0}\right],
\quad \Delta=\frac{q^2}{2}+\mathbf k\cdot\mathbf q .
\]

Set \(x=k/k_F\) and \(u_\pm=(\omega\pm q^2/2+i0)/(qk_F)\). The angular integral gives a logarithm, and integration by parts gives

\[
G(u)=\int_0^1dx\,x\ln\frac{u+x}{u-x}
=u+\frac{1-u^2}{2}\ln\frac{u+1}{u-1}.
\]

Collecting factors,

\[
\chi_0=\frac{k_F^2}{2\pi^2q}[G(u_-)-G(u_+)].
\]

This closed form was tested against direct momentum integration at complex energy.

The first moment now checks the absolute factor in the relation between \(S\) and \(\epsilon\). Numerical integration gives 0.125, 0.500 and 2.000 Hartree per electron at \(q=0.5\), 1 and 2, equal to \(q^2/2\) to the digits shown.

At \(q=0.5\), the integral must include a plasmon at 0.740 Hartree. There \(\epsilon\) passes through zero above the range of single electron–hole excitations, whose upper edge is \(q^2/2+qk_F=0.605\) Hartree. Near the zero at \(\omega_q\), \(\epsilon\simeq\epsilon'(\omega-\omega_q)+i0\), where \(\epsilon'\) is the slope \(\partial\epsilon/\partial\omega\) at \(\omega_q\), so the loss function is \(\pi\delta(\omega-\omega_q)/|\epsilon'|\). This line carries 94.5% of the first moment. No separate plasmon is found at \(q=1\) or 2. Its zero width at \(q=0.5\) belongs to this model, which omits multipair damping and lattice effects, as well as exchange and correlation in the response.

## 7. Return to the two beams

Take a loss of 1 Hartree (27.2 eV), an electron beam of 200 Hartree (5.44 keV), and X-rays of 300 Hartree (8.16 keV) polarized perpendicular to the scattering plane. At \(q=1\), \(\epsilon=0.7230+0.6708i\), and

\[
\operatorname{Im}\left(-\frac1\epsilon\right)
=\frac{0.6708}{0.7230^2+0.6708^2}=0.690 .
\]

Division by the number of electrons replaces \(V\) by \(1/n\):

\[
\frac SN=\frac{1^2\times0.6896}{4\pi^2\times0.029842}
=0.585\ \text{Hartree}^{-1}.
\]

With \(k_1/k_0=0.9975\) and \(\omega_2/\omega_1=0.9967\), the cross-sections per target electron are

\[
\text{electron: }4\times0.9975\times0.5854=2.34
\ \text{bohr}^2/(\text{sr Hartree}),
\]

\[
\text{X-ray: }\alpha^4\times0.9967\times0.5854
=1.65\times10^{-9}\ \text{bohr}^2/(\text{sr Hartree}).
\]

In other units these are \(2.40\times10^6\) and \(1.70\times10^{-3}\) barn/(sr eV). The same momentum transfer occurs at different angles: \(2.87^\circ\) for the electron and \(26.4^\circ\) for the photon. At fixed loss, \(d\Omega=2\pi q\,dq/(k_0k_1)\) for the electron, and the photon momenta \(\omega_1/c\) and \(\omega_2/c\) take the place of \(k_0\) and \(k_1\) for the X-ray. Counted per unit \(q\) rather than per unit solid angle, the ratio is therefore smaller by a factor of 83.5 at every \(q\), giving \(1.69\times10^{7}\) at \(q=1\).

The values at the same loss separate the powers of \(q\):

| \(q\) (1/bohr) | \(\operatorname{Im}(-1/\epsilon)\) | \(S/N\) (1/Hartree) | electron/X-ray |
|---|---|---|---|
| 1.0 | 0.690 | 0.585 | \(1.41\times10^9\) |
| 1.5 | 0.205 | 0.391 | \(2.79\times10^8\) |
| 2.0 | 0.0685 | 0.232 | \(8.82\times10^7\) |

From \(q=1\) to 2, the loss function falls by a factor of 10.1. The factor \(q^2\) recovers 4 of this, so \(S\), and with it the X-ray signal, falls by 2.52. The electron signal falls by \(16\times2.52=40.3\).

The beam conditions still matter. Here the electron speed is \(0.146c\), so relativistic corrections of relative order \(v^2/c^2\), about 2%, are to be expected. Exchange with a target electron brings in a Coulomb factor of order \(1/k_0^2\) beside the direct \(1/q^2\). At \(q=2\) and \(k_0=20\), this estimate gives an amplitude ratio of order 1%. The printed digits describe the stated formulas and model; they do not include these corrections.

## Computed values

```
Fine-structure constant: 0.00729735; c = 137.0360 a.u.
Ring: kick versus S, max error / max signal = 7.67e-07
Hydrogen 1s-2s, scaled coupling; cross-sections / g^2 in bohr^2/sr
g = 0.01; k0 = 2.0000, k1 = 1.8028 1/bohr
 angle 20 deg, q 0.68832 1/bohr: coupled 2.825458e-01, Born 2.825461e-01
 angle 60 deg, q 1.90904 1/bohr: coupled 2.750796e-03, Born 2.750822e-03
Classical X-ray sidebands, incident energy 300 Hartree
 outgoing 270 Hartree: photon cross-section 2.099972e-10, formula 2.099972e-10 bohr^2/sr
 outgoing 330 Hartree: photon cross-section 2.930693e-10, formula 2.930693e-10 bohr^2/sr
Electron gas: r_s = 2.0 bohr, n = 0.029842 bohr^-3
 k_F = 0.95958 1/bohr; plasma frequency = 0.61237 Hartree
First moment of S per electron (Hartree)
 q 0.5 1/bohr: integral 0.125000, q^2/2 0.125000, plasmon share 0.94523, plasmon 0.73993 Hartree
 q 1.0 1/bohr: integral 0.500000, q^2/2 0.500000, plasmon share 0.00000, plasmon none
 q 2.0 1/bohr: integral 2.000000, q^2/2 2.000000, plasmon share 0.00000, plasmon none
Energy loss = 1.0 Hartree = 27.2114 eV
Electron beam = 200 Hartree = 5.4423 keV; v/c = 0.1459
X-ray beam = 300 Hartree = 8.1634 keV
k1/k0 = 0.997497; w2/w1 = 0.996667
q = 1.0 1/bohr: eps = 0.72298 + 0.67079 i
 Im(-1/eps) = 0.689645; S/N = 0.585389 1/Hartree
 angles: electron 2.8651 deg, X-ray 26.4492 deg
 electron: 2.335694e+00 bohr^2/(sr Hartree) = 2.40363e+06 barn/(sr eV)
 X-ray: 1.654458e-09 bohr^2/(sr Hartree) = 1.70258e-03 barn/(sr eV)
 electron/X-ray ratio = 1.411758e+09
q = 1.5 1/bohr: eps = 1.11765 + 0.27077 i
 Im(-1/eps) = 0.204747; S/N = 0.391037 1/Hartree
 angles: electron 4.3012 deg, X-ray 40.1388 deg
 electron: 3.081945e-01 bohr^2/(sr Hartree) = 3.17159e+05 barn/(sr eV)
 X-ray: 1.105171e-09 bohr^2/(sr Hartree) = 1.13732e-03 barn/(sr eV)
 electron/X-ray ratio = 2.788658e+08
q = 2.0 1/bohr: eps = 1.10342 + 0.08385 i
 Im(-1/eps) = 0.068473; S/N = 0.232485 1/Hartree
 angles: electron 5.7374 deg, X-ray 54.4578 deg
 electron: 5.797582e-02 bohr^2/(sr Hartree) = 5.96621e+04 barn/(sr eV)
 X-ray: 6.570624e-10 bohr^2/(sr Hartree) = 6.76174e-04 barn/(sr eV)
 electron/X-ray ratio = 8.823488e+07
```
